Does the equilibrium potential minimise the Poisson-Boltzmann functional?

**The argument under comment**

The manuscript treats the electrical double layer between two charged surfaces and reasons as follows. Equilibrium at fixed temperature is a minimum of free energy. The Poisson-Boltzmann functional F[ψ] is stationary at the equilibrium potential, and its value there is the free energy. Therefore the equilibrium potential minimises F, any trial potential gives an upper bound to the free energy, and the potential can be found by steepest descent.

The two facts about F are correct. Does the "therefore" follow? Stationarity does not distinguish a minimum from a maximum or a saddle, and the minimum principle of thermodynamics does not say that the potential is the variable to be varied. The second variation has to be computed.

**Setting and first variation**

The electrolyte fills a volume V with permittivity ε > 0, independent of the field. It exchanges point ions of valence z_i with a reservoir of number densities c_i > 0, which is neutral: Σ z_i c_i = 0. The temperature T is fixed. There may be a fixed volume charge ρ_f, and the walls carry a fixed charge σ per area. The field inside the solid is neglected. The potential ψ is zero in the reservoir, ν is the unit normal pointing out of the electrolyte, and a solution is assumed to exist. The functional is

F[ψ] = ∫ [ρ_f ψ − (ε/2)|∇ψ|² − kT Σ c_i (e^(−z_i eψ/kT) − 1)] dV + ∮ σψ dS.

Write n_i^ψ = c_i e^(−z_i eψ/kT) for the Boltzmann densities in ψ. Replace ψ by ψ + tη and differentiate with respect to t. The ion term gives −kT c_i · (−z_i eη/kT) e^(−z_i eψ/kT) = + z_i e n_i^ψ η, so at t = 0

dF/dt = ∫ [ρ_f η − ε∇ψ·∇η + Σ z_i e n_i^ψ η] dV + ∮ ση dS.

Since −ε∇ψ·∇η = ηε∇²ψ − ∇·(εη∇ψ), the divergence theorem turns this into

dF/dt = ∫ η [ε∇²ψ + ρ_f + Σ z_i e n_i^ψ] dV + ∮ η [σ − ε ν·∇ψ] dS.

It vanishes for every η if and only if ψ satisfies the Poisson-Boltzmann equation with the wall condition ε ν·∇ψ = σ. So far the manuscript is right.

**Second variation**

Differentiate once more. The terms linear in ψ drop out. The field term gives −ε|∇η|². The ion term gives another factor −z_i eη/kT:

d²F/dt² = −∫ [ε|∇η|² + Σ (z_i e)² n_i^ψ η²/kT] dV.

Both terms in the bracket are non-negative, and the second vanishes everywhere only if η = 0, because the densities are positive. The second variation is therefore negative for every η ≠ 0. This holds at every ψ, not merely at the solution, so F is strictly concave. The equilibrium potential is its maximiser, and there is one such potential.

If there are no mobile ions and no wall of given potential, a uniform shift of ψ costs nothing, and strictness is lost.

The same conclusion can be had without a small parameter. Let ψ* be the solution, n_i* its densities, and h = eη/kT. Then

F[ψ*+η] − F[ψ*] = ∫ [ρ_f η − ε∇ψ*·∇η − (ε/2)|∇η|² − kT Σ n_i*(e^(−z_i h) − 1)] dV + ∮ ση dS.

By the vanishing first variation, the terms linear in η, namely those in ρ_f, ∇ψ*·∇η and σ, add up to −∫ Σ z_i e n_i* η dV = −kT ∫ Σ n_i* z_i h dV. Hence

F[ψ*+η] − F[ψ*] = −∫ [(ε/2)|∇η|² + kT Σ n_i*(e^(−z_i h) − 1 + z_i h)] dV.

The function e^(−y) − 1 + y has derivative 1 − e^(−y), which has the sign of y, so its least value is zero, at y = 0. Every departure from ψ*, small or large, lowers F. For a uniform shift η of either sign, ions of one charge make the exponential grow without limit, so F has no lower bound and no minimum.

Steepest descent fails accordingly. Describe ψ by a finite set of coefficients a, with a* the maximiser in that set, and let da/dt = −∇F. Concavity gives F(a*) ≤ F(a) + ∇F·(a* − a), so

d/dt (½|a − a*|²) = −∇F·(a − a*) ≥ F(a*) − F(a) > 0.

The distance from the sought potential grows throughout the descent. Steepest ascent reverses the sign and approaches it.

**What is minimised**

The thermodynamic minimum concerns the ion densities n_i and the displacement D. Measured from the reservoir, the free energy is

G[n,D] = ∫ [D²/(2ε) + kT Σ (n_i ln(n_i/c_i) − n_i + c_i)] dV,

the field energy plus the ideal free energy of the ions, with their reservoir chemical potentials and the reservoir pressure accounted for. The variables are not free: Gauss's law requires

∇·D = ρ_f + Σ z_i e n_i in V, and ν·D = −σ at the walls.

The potential enters as the multiplier of this constraint. Form

Λ = G − ∫ ψ(∇·D − ρ_f − Σ z_i e n_i) dV + ∮ ψ(σ + ν·D) dS.

Integration by parts gives −∫ ψ∇·D dV = ∫ D·∇ψ dV − ∮ ψ ν·D dS, and the surface terms in D cancel. Two rearrangements follow. Completing the square,

D²/(2ε) + D·∇ψ = |D + ε∇ψ|²/(2ε) − (ε/2)|∇ψ|².

For the ions, z_i eψ = −kT ln(n_i^ψ/c_i), so

kT(n_i ln(n_i/c_i) − n_i + c_i) + z_i e n_i ψ = kT(n_i ln(n_i/n_i^ψ) − n_i + n_i^ψ) − kT(n_i^ψ − c_i).

The last terms of the two lines, together with ρ_f ψ and σψ, make up F[ψ]. When (n,D) obeys Gauss's law, Λ = G, and therefore

G[n,D] − F[ψ] = ∫ [|D + ε∇ψ|²/(2ε) + kT Σ (n_i ln(n_i/n_i^ψ) − n_i + n_i^ψ)] dV.

With r = n_i/n_i^ψ the ion bracket is n_i^ψ(r ln r − r + 1), whose derivative with respect to r is n_i^ψ ln r; its least value is zero, at r = 1. So G ≥ F for any potential and any admissible densities. Equality requires D = −ε∇ψ and n_i = n_i^ψ, which is equilibrium. Thus

max F = min G = equilibrium free energy.

The manuscript joins the minimum of G to the variable of F. Trial potentials give lower bounds; trial densities obeying Gauss's law give upper bounds.

One may of course define −F as the functional. It yields the same equation and is minimised, but its value is minus the free energy, and forces derived from it have the wrong sign.

**Forces, fixed potentials and adjustable charge**

For two equal walls a distance L apart, with ρ_f = 0, let F* be the maximum per wall area. To find its change with L at fixed σ, cut the equilibrium profile at the midplane, where its slope is zero, and insert a layer of thickness δ at the constant midplane potential. This trial potential differs from the new solution by order δ, so its F is wrong by order δ². The inserted layer contributes −kT Σ(n_i,mid − c_i)δ, and

−dF*/dL = kT Σ (n_i,mid − c_i).

This is the excess osmotic pressure at the midplane. Since e^(−y) − 1 ≥ −y and Σ z_i c_i = 0, it is positive for any salt unless the midplane potential is zero, a repulsion; −F used as an energy would predict attraction.

Because F is stationary in ψ, only its explicit dependence on σ matters when the charge changes: dF*/dσ = 2ψ_s, with ψ_s the wall potential. Since F* = 0 at σ = 0, F* is the charging work ∫ 2ψ_s dσ.

If the wall potentials are held instead, the term σψ is omitted and η vanishes at the walls. The second variation keeps its form and its sign, so the solution is again a maximum. Its value is F* − 2σψ_s, the free energy that includes the exchange with the voltage source. Its derivative with respect to L at fixed ψ_s is the same as before, since the terms in dσ cancel: 2ψ_s dσ − 2ψ_s dσ = 0.

If the wall charge can adjust, at a surface free energy g(σ), the order of operations matters. At given ψ, F is linear in σ, and a maximum over linear functions is convex, so F*(σ) is convex. The equilibrium charge minimises g(σ) + max F over ψ. Minimising jointly over σ and ψ would run off without limit, as F does alone.

**Weak potentials**

When z_i eψ/kT is small, the ion term becomes quadratic; its linear part vanishes because the reservoir is neutral. With ρ_f = 0, scaling the solution by s gives F(s) = As − Bs², where A = ∮ σψ* dS. Stationarity at s = 1 requires A = 2B. Hence F* = A/2, half of charge times potential, and F(s) = (2s − s²)F*: a parabola with its top at the solution and zeros at s = 0 and s = 2.

**A worked case**

Take two facing silica surfaces in a 10 mM 1:1 salt, L = 10 nm, σ = −2 µC/cm² on each wall, T = 298.15 K and relative permittivity 78.4. The thermal voltage is 25.69 mV and the Debye length 3.04 nm. Solving the differential equation gives −68.3 mV at the walls and −21.2 mV at the midplane. The functional then has the value 1.557 mJ/m², or 0.378 kT/nm².

Scaling the whole potential gives:

s = 0: F = 0
s = 0.5: F = 1.104 mJ/m²
s = 1: F = 1.557 mJ/m²
s = 1.5: F = 0.807 mJ/m²
s = 2: F = −2.859 mJ/m²

The top is at the solution, but the curve is not the weak-potential parabola. The wall term is 2σψ_s = 2 × 0.02 C/m² × 0.0683 V = 2.732 mJ/m² at s = 1. What is subtracted from it is 2.732 − 1.557 = 1.175 mJ/m² at s = 1 and 5.464 + 2.859 = 8.323 mJ/m² at s = 2, a factor of 7.1. The field part grows by a factor of 4, so the excess comes from the exponential ion term.

Now add η = (10 mV) cos(2πx/L), with x measured from the midplane. Half the second variation is −0.0685 mJ/m² from the field and −0.0523 mJ/m² from the ions, together −0.1208 mJ/m². The full change of F is −0.1248 mJ/m²; the remaining 3% is of third and higher order in η.

A maximisation that used values of F alone, with 13 Legendre polynomials and a start at ψ = 0, reached 1.557 mJ/m² and a potential within 0.001 mV of the solution of the differential equation.

Bounds from both sides need little labour. For the upper one, spread the ions uniformly with n_± = c e^(∓u). Neutrality requires sinh u = σ/(ecL) = −2.07, so u = −1.476. Gauss's law gives D = −2σx/L. The field energy is σ²L/(6ε) = 0.960 mJ/m², the ion part is 2ckTL(u sinh u − cosh u + 1) = 0.871 mJ/m², and G = 1.83 mJ/m², 18% above the free energy. For the lower one, insert ψ = s₀ + σx²/(εL) in F and maximise over the constant s₀. The result is 1.38 mJ/m², 11% below the free energy. On the manuscript's reading this trial value could not lie below it. The bracket is for the whole free energy, most of which belongs to the two isolated layers (1.501 mJ/m²). The part that depends on the gap is only 0.056 mJ/m², far smaller than the bracket's width of 0.45 mJ/m², so these crude bounds say nothing about the force.

The charging work, integrated from separately solved wall potentials, is also 1.557 mJ/m². The midplane pressure is 2ckT(cosh(21.19/25.69) − 1) = 49.6 kPa × 0.360 = 17.8 kPa, and numerical differentiation of F* with respect to L gives 17.8 kPa, at fixed charge and at fixed potential alike. The fixed-potential maximum itself is 1.557 − 2.732 = −1.175 mJ/m². The numerical output gives further digits.

**The model beside a polishing slurry**

The numbers are meant for an abrasive particle near an oxide wafer. The charge, salt level and gap are rough but plausible; the charge is that of the diffuse layer, not the whole titratable charge of silica. Real silica breaks the assumption of fixed charge, since its surface groups respond to the gap. Holding each wall at its isolated potential, −67.0 mV, instead of at fixed charge lowers the pressure from 17.8 to 17.3 kPa, about 3%. The smeared wall charge is a further assumption: if the diffuse charge alone were carried by single surface sites, they would be about 2.8 nm apart, close to the Debye length; the larger titratable charge means closer sites. A linear estimate for a square lattice of 2.8 nm gives an rms ripple of 14 mV where hydrated ions touch the wall, about half the thermal voltage. Directly over a charge it lies nearly 70 mV from the mean, where the linear estimate no longer holds. Image repulsion there is about 0.4 kT if screened as in the reservoir, and somewhat less with the denser ions at the wall. These two local figures have not been turned into a change of free energy, so the computed 1.557 mJ/m² should not be read as accurate to its last digits for a real surface.

Other effects can be estimated too. Crowding of 0.66 nm ions shifts F by 0.2% in a lattice model and by 0.8% for hard spheres, where the pressure rises by 4%. Keeping the ion centres 0.33 nm off each wall matters more: at the same wall-to-wall gap and bulk permittivity it raises F by 13% and the pressure by 23%, so L is best read as the distance between the planes of closest approach. The wall field of 0.29 MV/cm lowers the permittivity there by about 1%. The coupling parameter for ion correlation is 0.4, below one but not negligible. For a particle of 50 nm radius the Debye length is 6% of the radius, so flat walls are an approximation. The van der Waals attraction, absent from F, is about 0.4 kPa for an assumed Hamaker constant of 8 × 10⁻²¹ J; this estimate leaves out retardation and screening by the salt, which both weaken it. At 323 K, with a relative permittivity of 70 and the same charge, salt and gap, the free energy is 1.71 mJ/m² and the pressure 18.6 kPa.

Crowding does not rescue the minimum claim. In the Bikerman lattice model, with site volume v, the ion term becomes −(kT/v) ln Z, where Z = 1 − vΣc_i + vΣc_i e^(−z_i eψ/kT) and vΣc_i < 1. The second derivative of ln Z with respect to eψ/kT is the variance of the valence over the site occupations, solvent counted with valence zero. A variance is not negative, so this functional too is concave. For functionals with ion correlations or a field-dependent permittivity the present proof does not apply, and the second variation must be worked out afresh.

Calculated quantities

```
temperature: 298.15 K
relative permittivity of water (rough): 78.4
1:1 salt concentration: 10.0 mM
gap: 10.0 nm
charge on each wall: -2.0 uC/cm2
thermal voltage kT/e: 25.693 mV
Debye length: 3.040 nm
wall potential: -68.30 mV
midplane potential: -21.19 mV
maximum of F = free energy: 1.5572 mJ/m2
same free energy: 0.3783 kT/nm2
F at 0.0 x equilibrium potential: 0.0000 mJ/m2
F at 0.5 x equilibrium potential: 1.1045 mJ/m2
F at 1.0 x equilibrium potential: 1.5572 mJ/m2
F at 1.5 x equilibrium potential: 0.8071 mJ/m2
F at 2.0 x equilibrium potential: -2.8588 mJ/m2
F change, 10 mV cosine: -0.12476 mJ/m2
  half second variation, field part: -0.06851 mJ/m2
  half second variation, ion part: -0.05227 mJ/m2
F found by blind maximisation: 1.5572 mJ/m2
  largest potential error: 0.00030 mV
lower bound, parabolic potential: 1.3843 mJ/m2
upper bound, uniform ions: 1.8318 mJ/m2
G at equilibrium: 1.5572 mJ/m2
charging work: 1.5572 mJ/m2
midplane osmotic pressure: 17.846 kPa
-dF/dgap at fixed charge: 17.846 kPa
-dF/dgap at fixed potential: 17.846 kPa
maximum of F at fixed potential: -1.1748 mJ/m2
single-wall potential: -66.96 mV
pressure if that potential is held: 17.334 kPa
hydrated ion diameter (rough): 0.66 nm
surface charge spacing: 2.83 nm
rms ripple at ion contact: 14.0 mV
silica relative permittivity (rough): 3.9
image repulsion at ion contact: 0.39 kT
lattice sites filled by ions at wall: 2.48 %
crowding shift of F (estimate): 0.20 %
wall field: 0.288 MV/cm
Booth permittivity drop at wall: 1.07 %
ion correlation coupling parameter: 0.40
abrasive radius (rough): 50 nm
Debye length / abrasive radius: 6.1 %
Hamaker constant (rough): 8.0 zJ
van der Waals attraction: 0.42 kPa
warm slurry temperature: 323.15 K
warm relative permittivity (rough): 70.0
warm free energy: 1.7056 mJ/m2
warm pressure: 18.633 kPa
```
